Ultrasoft electron–phonon matrix elements and their all-electron counterparts

**Problem: the electron–phonon matrix element of an ultrasoft pseudopotential**

Hartree atomic units are used. An ultrasoft Hamiltonian H and overlap operator S depend on a real atomic displacement λ. Both are Hermitian, S is positive definite, and

H ψ_n = ε_n S ψ_n,  ⟨ψ_m|S|ψ_n⟩ = δ_mn.

The theory is a one-electron (mean-field) one. The symbol d means d/dλ at λ = 0, so dH and dS are Hermitian, and X_mn = ⟨ψ_m|X|ψ_n⟩. Define

g_mn = ⟨ψ_m| dH − ε_n dS |ψ_n⟩,  Δ = ε_m − ε_n.

The energy inside g_mn is that of the ket. For a phonon of wave vector q in a crystal with atoms at R_a, d_q = Σ_a exp(iqR_a) ∂/∂R_a. The formulas are written for one Cartesian direction, with ∂ the derivative with respect to the electron coordinate along it. The program that checks the results, and its output, follow the text.

**(a) Express the first-order change of ψ_n through g_mn, also for a degenerate level.**

*Solution.* Differentiating (H − ε_n S)ψ_n = 0 gives

(dH − ε_n dS − dε_n S)ψ_n + (H − ε_n S)dψ_n = 0.

Multiply by ⟨ψ_m|. Since ⟨ψ_m|H = ε_m⟨ψ_m|S, one has ⟨ψ_m|(H − ε_n S) = Δ⟨ψ_m|S, and

g_mn − dε_n δ_mn + Δ⟨ψ_m|S|dψ_n⟩ = 0.

For m = n this is dε_n = g_nn. Within a degenerate group Δ = 0 and the equation reads g_mn = dε_n δ_mn, so it holds only in the basis that diagonalizes the block of g on the group (Hermitian, since all its elements carry the same energy); the slopes dε are the eigenvalues of that block, not its diagonal elements in an arbitrary basis. For ε_m ≠ ε_n,

⟨ψ_m|S|dψ_n⟩ = g_mn/(ε_n − ε_m).  (1)

If ψ_n belongs to a degenerate group, it need not be the limit of a single eigenvector as λ → 0, but the projector P(λ) = Σ_j |ψ_j(λ)⟩⟨ψ_j(λ)|S(λ) on the group is smooth in λ. Put χ(λ) = P(λ)ψ_n(0). Then Hχ = ε_n Sχ + Sξ, with ξ = Σ_j ψ_j(ε_j(λ) − ε_n)⟨ψ_j|S|ψ_n(0)⟩. The vector ξ vanishes at λ = 0 and its derivative there lies in the unperturbed group, so it drops out on projection onto a ψ_m outside the group. The steps above then give (1) with dχ in place of dψ_n.

**(b) Is the matrix g Hermitian? Find g_mn − g_nm* in two ways and give the Bloch form.**

*Solution.* Complex conjugation exchanges bra and ket of a Hermitian operator and leaves the real number ε_m in place:

g_nm* = ⟨ψ_n|dH − ε_m dS|ψ_m⟩* = ⟨ψ_m|dH − ε_m dS|ψ_n⟩.

Subtracting, dH cancels and −ε_n dS + ε_m dS remains:

g_mn − g_nm* = (ε_m − ε_n) dS_mn.  (2)

The second way starts from orthonormality. Differentiating ⟨ψ_m|S|ψ_n⟩ = δ_mn gives

⟨ψ_m|S|dψ_n⟩ + ⟨dψ_m|S|ψ_n⟩ = −dS_mn.

By (1) the first term is −g_mn/Δ. The second is ⟨ψ_n|S|dψ_m⟩* = g_nm*/Δ. Multiplying by −Δ returns (2). The asymmetry of g is thus what keeps the states orthogonal in a metric that moves with the atoms.

For a phonon, d_qH is a complex combination of Hermitian operators, so (d_qH)† = d_−qH, and likewise for S. With g_mn(k,q) = ⟨m,k+q|d_qH − ε_nk d_qS|n,k⟩ the same subtraction gives

g_mn(k,q) − g_nm(k+q,−q)* = (ε_m,k+q − ε_nk)⟨m,k+q|d_qS|n,k⟩.

The defect vanishes for a norm-conserving potential (S = 1), for pairs with dS_mn = 0, and on the elastic shell ε_m = ε_n. The word "shell" must be read in this strict sense. Real absorption or emission has Δ = ±ω, and a defect ±ω dS_mn survives there; part (g) returns to it.

**(c) Suppose an operator T(λ) maps pseudo functions to all-electron functions, with H = T†H_AE T and S = T†T. Relate g_mn to g^AE_mn = ⟨Ψ_m|dH_AE|Ψ_n⟩, Ψ_n = Tψ_n. What changes if Ψ_n is not an exact eigenstate of H_AE?**

*Solution.* The product rule gives dH = dT†H_AE T + T†dH_AE T + T†H_AE dT and dS = dT†T + T†dT. Collecting terms,

dH − ε_n dS = dT†(H_AE − ε_n)T + T†dH_AE T + T†(H_AE − ε_n)dT.

Define the residual r_n = (H_AE − ε_n)Ψ_n. The pseudo equation says T†r_n = 0, so r_n is orthogonal to the range of T, and it vanishes if T is invertible. Between ψ_m and ψ_n the first term is ⟨dTψ_m|r_n⟩ and the second is g^AE_mn. In the third write H_AE − ε_n = (H_AE − ε_m) + Δ, which gives ⟨r_m|dTψ_n⟩ + Δ⟨Ψ_m|dT|ψ_n⟩. With A = T†dT,

g_mn = g^AE_mn + ΔA_mn + ⟨dTψ_m|r_n⟩ + ⟨r_m|dTψ_n⟩.  (3)

When both residuals vanish,

g^AE_mn = g_mn − (ε_m − ε_n)A_mn.  (4)

The meaning follows from dΨ_n = dTψ_n + Tdψ_n. Its projection on Ψ_m is A_mn + g_mn/(ε_n − ε_m), which by (4) equals g^AE_mn/(ε_n − ε_m), the ordinary first-order coefficient. The all-electron state changes because the pseudo state changes and also because the map T is carried along with the atom; g_mn holds only the first effect. The residual terms in (3) carry no factor Δ, so a truncated pseudo space can spoil g_mn = g^AE_mn even on the shell.

**(d) Does the Hermitian part of g equal g^AE? Can g^AE be obtained from H(λ) and S(λ) alone?**

*Solution.* From dS = dT†T + T†dT, A + A† = dS. Hence A = dS/2 + K with K = (A − A†)/2 anti-Hermitian (for a phonon, K_q† = −K_−q). The Hermitian part of g is

g^sym_mn = (g_mn + g_nm*)/2 = ⟨ψ_m|dH − ½(ε_m + ε_n)dS|ψ_n⟩ = g_mn − Δ dS_mn/2,

the last step by (2). Inserting g_mn = g^AE_mn + Δ(dS_mn/2 + K_mn),

g^sym_mn = g^AE_mn + ΔK_mn.  (5)

The matrix ΔK_mn is Hermitian, because Δ and K each change sign under exchange and conjugation. Hermiticity therefore cannot detect it, and g^sym differs from g^AE unless ΔK_mn = 0.

To see that H and S do not fix K, let U(λ) be unitary with U(0) = 1, so that Y = dU is anti-Hermitian. The pair T′ = UT, H′_AE = UH_AE U† gives the same H and S at every λ. But dH′_AE = dH_AE + [Y, H_AE], and ⟨Ψ_m|YH_AE − H_AE Y|Ψ_n⟩ = (ε_n − ε_m)⟨Ψ_m|Y|Ψ_n⟩, so g^AE changes by −Δ⟨Ψ_m|Y|Ψ_n⟩, while A′ = A + T†YT changes ΔA by the opposite amount. Only knowledge of T, that is of the partial waves, selects the element that belongs to the true Hamiltonian with its local nuclear potential.

Löwdin orthogonalization is another choice with the same H and S; its map need not coincide with T at λ = 0. With T_L = S^(1/2) and H_L = S^(−1/2)HS^(−1/2), equation (4) applies without residual:

g^L_mn = g_mn − Δ⟨ψ_m|S^(1/2) d(S^(1/2))|ψ_n⟩.

Differentiating S^(1/2)S^(1/2) = S shows that Z = d(S^(1/2)) solves S^(1/2)Z + ZS^(1/2) = dS; in the eigenbasis of S, with eigenvalues w_α, Z_αβ = dS_αβ/(√w_α + √w_β). The matrix g^L is Hermitian, and nothing forces it to equal g^AE.

**(e) Let T = 1 + Σ_a t_a with t_a = Σ_i (|φ_i⟩ − |φ̃_i⟩)⟨p_i|, where the real all-electron and pseudo partial waves φ_i, φ̃_i agree outside a sphere around atom a, the projectors obey ⟨p_i|φ̃_j⟩ = δ_ij and vanish outside it, and spheres do not overlap. Find A for a rigid shift of atom a.**

*Solution.* An operator O carried by the atom is O(R) = exp(−R∂) O exp(R∂), since exp(−R∂)f(x) = f(x − R). Thus dO = −[∂, O]; for a local potential this is −V′, as it must be. Then dT = t_a∂ − ∂t_a. Its output lies in sphere a, and t_b† begins with ⟨φ_i − φ̃_i| in sphere b, so t_b†dT = 0 for b ≠ a. With T_a = 1 + t_a and [∂, 1] = 0,

A = T_a†(T_a∂ − ∂T_a) = T_a†T_a ∂ − T_a†∂T_a.

Now assume completeness: inside the sphere every function of interest is f = Σ_i φ̃_i⟨p_i|f⟩. Then T_a f = Σ_i φ_i⟨p_i|f⟩ inside and T_a f = f outside. Splitting each integral into the two regions and adding and subtracting the pseudo integral inside,

T_a†T_a = 1 + Σ_ij |p_i⟩q_ij⟨p_j|,  q_ij = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩,

T_a†∂T_a = ∂ + Σ_ij |p_i⟩d_ij⟨p_j|,  d_ij = ⟨φ_i|∂φ_j⟩ − ⟨φ̃_i|∂φ̃_j⟩.

The bare ∂ cancels in the difference:

A = Σ_ij |p_i⟩( q_ij⟨p_j|∂ − d_ij⟨p_j| ).  (6)

Because ∂p(x − R)/∂R = −p′, integration by parts gives ⟨∂_R p_j|f⟩ = ⟨p_j|∂f⟩, so the first term is q_ij|p_i⟩⟨∂_R p_j|. The sum d_ij + d_ji is the integral of ∂(φ_iφ_j − φ̃_iφ̃_j), which is zero since the bracket vanishes on the surface. In A + A† the d terms cancel by this antisymmetry, and the q terms, q being symmetric, add to Σ q_ij(|p_i⟩⟨∂_R p_j| + |∂_R p_i⟩⟨p_j|). This is exactly dS for the ultrasoft S = 1 + Σ|p_i⟩q_ij⟨p_j|, whether or not the set is complete. For a phonon, A_q = Σ_a exp(iqR_a)A_a.

**(f) The derivation of (6) needs ∂ψ_n to lie in the span of the φ̃_i. Show that (4) with (6) holds under weaker conditions for H = −∂²/2 + Σ_a (V_loc,a + Σ|p_i⟩D_ij⟨p_j|). Treat also a uniform translation.**

*Solution.* Assume that each atomic potential, pseudo and all-electron, vanishes outside its own sphere, that the two problems share ε_m and ε_n, that ψ = Ψ outside the spheres, and that ψ_m and ψ_n themselves equal Σφ̃_i⟨p_i|ψ⟩ inside sphere a, with Ψ = Σφ_i⟨p_i|ψ⟩. Let E_kin = −∂²/2 and

L_n = H − ε_n S = E_kin − ε_n + Σ_b W_b,  W_b = V_loc,b + Σ|p_i⟩(D_ij − ε_n q_ij)⟨p_j|.

At fixed ε_n, dH − ε_n dS = −[∂, W_a]. Take a smooth θ(x) equal to 1 on sphere a and 0 on all others, and X = θ∂. Since W_b acts only within sphere b, [X, W_a] = [∂, W_a] and [X, W_b] = 0 for b ≠ a. Also [θ∂, E_kin] = [θ, E_kin]∂, because ∂ commutes with E_kin. So [X, L_n] = [θ, E_kin]∂ + [∂, W_a], or

dH − ε_n dS = −[X, L_n] + [θ, E_kin]∂.

Using L_nψ_n = 0 and ⟨ψ_m|L_n = Δ⟨ψ_m|S,

g_mn = Δ⟨ψ_m|SX|ψ_n⟩ + ⟨ψ_m|[θ, E_kin]∂|ψ_n⟩.

The same steps with S = 1 give g^AE_mn = Δ⟨Ψ_m|X|Ψ_n⟩ + ⟨Ψ_m|[θ, E_kin]∂|Ψ_n⟩. In one dimension [θ, E_kin] = θ″/2 + θ′∂, and in three it likewise contains only derivatives of θ. It acts only between the spheres, where ψ = Ψ, so the last terms are equal. Then

g_mn − g^AE_mn = Δ( Σ⟨ψ_m|p_i⟩q_ij⟨p_j|∂ψ_n⟩ + ⟨ψ_m|θ∂|ψ_n⟩ − ⟨Ψ_m|θ∂|Ψ_n⟩ ).

The last two integrals differ only inside sphere a, where the expansions give −Σ⟨ψ_m|p_i⟩d_ij⟨p_j|ψ_n⟩. The bracket is A_mn of (6), and ∂ψ_n was never expanded. A foreign local potential V inside the sphere, such as the self-consistent field induced by a phonon, is not part of this H. It enters the pseudo problem as V + Σ|p_i⟩(∫V Q_ij)⟨p_j| with Q_ij = φ_iφ_j − φ̃_iφ̃_j. For a given V the expansions of ψ_m and ψ_n make the element of this operator equal to ⟨Ψ_m|V|Ψ_n⟩, so again only the two states themselves must lie in the span of the φ̃_i. For other states the equality is approximate. Omitting the Q_ij term leaves an error with no factor Δ, which survives on the shell.

For a uniform translation θ = 1 everywhere, the commutator term is absent, and g_mn = Δ⟨ψ_m|S∂|ψ_n⟩, g^AE_mn = Δ⟨Ψ_m|∂|Ψ_n⟩. Each holds for any eigenstates of its own problem.

**(g) The atom moves as λ(t). Which coupling governs a real transition n → m, to first order in λ?**

*Solution.* Insert Ψ = T(λ(t))ψ in iΨ̇ = H_AE Ψ. Since Ψ̇ = λ̇ dTψ + Tψ̇, multiplication by T† gives

iSψ̇ = (H − iλ̇A)ψ.

Expand ψ = Σ c_m ψ_m in the fixed unperturbed states, with c_n = exp(−iε_n t) at zeroth order. To first order S = S₀ + λdS and H = H₀ + λdH. Projecting on ψ_m, the left side is iċ_m + λ dS_mn iċ_n = iċ_m + λε_n dS_mn c_n, so

iċ_m − ε_m c_m = (λ g_mn − iλ̇A_mn)exp(−iε_n t).

For λ ∝ exp(−iωt), −iλ̇ = −ωλ and the coupling is g_mn − ωA_mn. At resonance, ω = Δ, this is g^AE_mn by (4). For λ = η sin(Δt) and an integer number of periods, ∫sin(Δt)exp(iΔt)dt = it/2 and ∫cos(Δt)exp(iΔt)dt = t/2, so

c_m exp(iε_m t) = −iη[ g_mn(it/2) − iΔA_mn(t/2) ] = (ηt/2)(g_mn − ΔA_mn).

Dropping the velocity term leaves g_mn. A golden-rule rate built from g_mn thus has an amplitude error ωA_mn, which is small in absolute terms when the phonon energy is small. The relative error is ωA_mn/g^AE_mn. For scattering within one non-degenerate band by the pattern d_q (all atoms in phase as q → 0, short-range potentials; optical and polar modes are not covered), g^AE_mn vanishes as q → 0, by the uniform translation of (f), and so does Δ, so ΔA_mn/g^AE_mn tends to (Δ/q)A_nn/(g^AE_mn/q). On the shell of an acoustic phonon Δ/q is the sound velocity, a few 10⁻³ atomic units, and the relative error is small as well unless g^AE_mn/q is close to a zero; for off-shell pairs Δ/q is an electronic band velocity and the ratio is correspondingly larger. Off resonance, with the drive switched on adiabatically so that no free term ∝ exp(−iε_m t) remains, c_m = λ(g_mn − ωA_mn)exp(−iε_n t)/(ω − Δ), and the amplitude of Ψ = Tψ on the fixed Ψ_m is c_m + λA_mn c_n = λ(g_mn − ΔA_mn)exp(−iε_n t)/(ω − Δ). If g_mn is used as the all-electron coupling of a virtual transition across a gap, the error is therefore ΔA_mn with an electronic Δ. Within the pseudo problem itself g_mn is the correct element for a static displacement, as in (1) and in the energy of (h); at frequency ω the pseudo amplitude c_m carries g_mn − ωA_mn.

**(h) Derive the static second-order energy of a non-degenerate level. Which product of matrix elements enters?**

*Solution.* Write H = H₀ + λH₁ + λ²H₂, likewise S, ε and ψ, so H₁ = dH and S₁ = dS. With L₀ = H₀ − ε_n S₀ the λ² terms are

L₀ψ⁽²⁾ + (H₁ − ε_n S₁ − ε⁽¹⁾S₀)ψ⁽¹⁾ + (H₂ − ε_n S₂ − ε⁽¹⁾S₁ − ε⁽²⁾S₀)ψ_n = 0.

Project on ψ_n, which removes the first term. Expand ψ⁽¹⁾ = c ψ_n + Σ_(m≠n) ψ_m g_mn/(ε_n − ε_m) by (1). The ψ_n component contributes c(g_nn − ε⁽¹⁾) = 0. Each other component is multiplied by ⟨ψ_n|H₁ − ε_n S₁|ψ_m⟩, which carries ε_n and is g_mn*, not g_nm. Therefore

ε⁽²⁾ = ⟨H₂ − ε_n S₂⟩ − ε⁽¹⁾⟨S₁⟩ + Σ_(m≠n) |g_mn|²/(ε_n − ε_m).  (7)

The sum is the static Fan term, and the rest is the Debye–Waller term. By (2) with indices exchanged, g_nm = g_mn* + (ε_n − ε_m)dS_nm, so the product g_nm g_mn would add Σ_(m≠n) dS_nm g_mn, a sum with no energy denominator. If the pseudo and all-electron problems have the same ε(λ), the totals agree, while the Fan parts in general differ. Off the shell g ≠ g^AE, and the sum also runs over high intermediate states whose pseudo energies and wave functions need not match the all-electron ones, so replacing g_mn by g_mn − ΔA_mn with A from (6) need not restore the all-electron Fan sum.

**(i) A model crystal has Gaussian wells V = −V₀exp(−x²/σ²), V₀ = 2 Ha, σ = 0.6 bohr, spacing a = 5 bohr, on a ring of three cells. Construct a Vanderbilt potential for which (f) applies to n = (band 1, k = 0) and m = (band 2, k = q), q = 2π/3a = 0.418879 bohr⁻¹.**

*Solution.* Diagonalization in 211 plane waves gives ε_n = −0.84505227 Ha and ε_m = 0.16341774 Ha, so Δ = 1.00847001 Ha. Take four partial waves, the even solutions (1, 2; value 1 at the origin) and odd solutions (3, 4; slope 1 bohr⁻¹) of the single-well equation, waves 1 and 3 at ε_n and waves 2 and 4 at ε_m. Pseudize by a stretch and a damping,

φ̃(x) = √(y′) w(x) φ(y(x)),  y = x − b x exp(−x²/s²),  w = 1 − c exp(−x²/s²),

with s = 0.6 bohr and b = c = 0.3. Changing the variable to y gives q_ij = ∫(1 − w²)φ_iφ_j dy, a Gram matrix with positive weight, so q is positive definite and S ≥ 1; the computed eigenvalues of S run from 1.0000 to 3.5821.

With a local well of depth 1 Ha and the same width, define β_j = (ε_j − E_kin − V_loc)φ̃_j, B_ij = ⟨φ̃_i|β_j⟩, p_i = Σ_k β_k(B⁻¹)_ki and D_ij = B_ij + ε_j q_ij. Then ⟨φ̃_j|p_i⟩ = δ_ij, and

(H − ε_k S)φ̃_k = −β_k + Σ_i p_i(D_ik − ε_k q_ik) = −β_k + Σ_i p_i B_ik = 0.

D is symmetric. Integration by parts gives B_ij − B_ji = (ε_j − ε_i)⟨φ̃_i|φ̃_j⟩ + surface term, the surface term equals its all-electron value (ε_i − ε_j)⟨φ_i|φ_j⟩, so B_ij − B_ji = −(ε_j − ε_i)q_ij, which cancels the asymmetry of ε_j q_ij. In one dimension any solution at ε_n inside a sphere is a combination of the even and odd waves at ε_n. Replacing φ by φ̃ gives an eigenstate of (H, S) with the same energy, and all conditions of (f) hold for n and m. The Gaussians have no sharp edge. The product of two bare neighbours is at most exp(−a²/2σ²), with exponent 25/0.72 ≈ 35, but the projectors and φ − φ̃ carry polynomial factors, growing partial waves and B⁻¹, so their tails are much larger than this figure. The direct evidence that the overlap is harmless is that the pseudo eigenvalues agree with the values above in all printed digits.

The even–odd elements are d13, d14, d23, d24 = 0.212767, 0.210090, 0.224494, 0.212767. The equality d13 = d24 can be derived. By antisymmetry d_ij = (d_ij − d_ji)/2, and φ̃_iφ̃_j′ − φ̃_i′φ̃_j = w²y′²(φ_iφ_j′ − φ_i′φ_j)(y). At equal energies the Wronskian is the constant 1 bohr⁻¹, so d = ½∫(1 − w²y′²)dx × 1 bohr⁻¹ for either energy.

**(j) Evaluate the results of (b) to (h) for this model.**

*Solution.* Inversion symmetry makes H and S real in plane waves, so the coefficients can be chosen real, and the derivative brings a factor −i(G − G′). All elements are then imaginary, and imaginary parts are quoted. The overall sign of a pair depends on the sign chosen for the states.

*Asymmetry.* g_mn = −0.596493 and g_nm* = −0.819081 Ha/bohr differ by 0.222588 Ha/bohr, and Δ dS_mn = 1.008470 × 0.220718 = 0.222588 Ha/bohr within rounding. The program tests this to 10⁻⁶ with both elements obtained from (1) by finite differences of eigenprojectors and dS_mn from finite differences of S.

*All-electron element.* Equation (6) gives A_mn = 0.023012 bohr⁻¹, so K_mn = 0.023012 − 0.110359 = −0.087347 bohr⁻¹ and ΔA = 0.023207 Ha/bohr. Then g_mn − ΔA = −0.596493 − 0.023207 = −0.61970 Ha/bohr, against −0.619699 from real-space quadrature over all-electron states. Relative to |g^AE| the candidates are off by

g_mn: +0.0232 Ha/bohr, 3.7 %
g_nm*: −0.1994 Ha/bohr, 32 %
g^sym = −0.707787: −0.0881 Ha/bohr (= ΔK), 14 %
g^L = −0.767189: −0.1475 Ha/bohr, 24 %.

For this pair symmetrizing moves the element away from g^AE, because dS/2 and K nearly cancel in A_mn; for the reverse element they add. This is a property of this pair and this pseudization.

*Incompleteness.* The literal T†dT gives A_mn = 0.066279 bohr⁻¹, almost three times the value from (6), so four partial waves are far from satisfying the completeness assumed in (e). There is no contradiction. T†dT belongs to the pair (T†H_AE T, T†T), whose element is −0.552859 Ha/bohr, and −0.552859 − 1.008470 × 0.066279 = −0.619699 again. Each A must be used with its own H and S. Restricting that pair to 19 plane waves (cutoff 4 bohr⁻¹) makes the residuals non-zero; (3) is tested on the six lowest states, where the residual terms reach several 10⁻³ Ha/bohr (the largest single element depends on the basis chosen within degenerate levels).

*On the shell.* The band-2 states at k = q and k = 2q ≡ −q are degenerate. There dS = −0.031166 bohr⁻¹ is not zero, yet g, its conjugate partner and g^AE all equal 0.079668 Ha/bohr.

*Away from the reference energies.* For band 3 at k = q (1.054815 Ha all-electron, 1.054310 Ha pseudo) the conditions of (f) fail. The raw element 0.6865 misses g^AE = 0.8114 Ha/bohr by 0.1249 (15 % of g^AE), and the corrected 0.7847 misses it by 0.0267 (3.3 %), although the eigenvalue is off by only 0.0005 Ha.

*Dynamics.* One atom is driven with η = 0.0002 bohr for 20 periods (124.61 a.u.) in the nine lowest Bloch states. A single atom contributes one third of the phonon element, so the quantity 3 × 2c_m exp(iε_m t)/(ηt) is compared. It is −0.61969 Ha/bohr for the all-electron problem, −0.61969 for the pseudo problem with the A term, and −0.59649, the value of g_mn, without it.

*Second order*, for state n with one atom displaced, in Ha/bohr²:

pseudo: −0.832012 + 0.826674 = −0.005338
all-electron: −0.438524 + 0.433186 = −0.005338.

Finite differences of the eigenvalues give −0.005338 in both. The Fan parts differ by almost a factor of two. With g_nm g_mn in the numerator the pseudo Fan sum would be −3.909525 instead of −0.832012. The agreement of the totals has a reason. Inversion about the displaced atom maps λ to −λ, so the level shift δ is of order λ². Build a trial pseudo state equal to Ψ outside and to ψ₀ + δ·ζ inside each sphere, where ψ₀ combines the φ̃_i at ε_n and ζ restores the matching. In the sphere, ⟨ψ₀|H − (ε_n + δ)S|ψ₀ + δζ⟩ is −δ⟨ψ₀|S|ψ₀⟩ plus δ times a surface term, up to δ². The all-electron expression vanishes, has the same surface term, and has the same norm by the definition of q_ij. The pseudo expression is therefore of order δ². The residual (H − (ε_n + δ)S)(ψ₀ + δζ) is of order δ inside the spheres and zero outside, so adding δζ to the bra changes the expression only at order δ², and the Rayleigh quotient of the trial state is ε_n + δ up to δ². A trial state with a residual of order δ near a non-degenerate level lies within order δ of the eigenstate, and the quotient is stationary there. The eigenvalues therefore differ at most at order δ², that is λ⁴. The term −ε⁽¹⁾⟨S₁⟩ vanishes in this geometry; it is tested separately on five states of a distorted ring.

*Energies.* For M = 20 u = 36457.8 m_e and ω = 40 meV the zero-point length (2Mω)^(−1/2) is 0.096591 bohr. Multiplying by it, g^AE becomes −1629 meV, g_mn −1568 meV, g^sym −1860 meV and g_nm* −2153 meV. This interband pair is far from the phonon shell. A transition with Δ = ω and an A of the same size would have an amplitude error of 40 × 0.023012 × 0.096591 = 0.089 meV; the reverse element of the same pair has A_nm* = dS_mn − A_mn = 0.197706 bohr⁻¹ and would give 0.76 meV. These figures are scales borrowed from the interband pair, not the error of a computed on-shell transition.

Calculated quantities

```
a = 5.0 bohr, cells = 3, plane waves = 211, q = 0.418879 1/bohr
AE well depth 2.0 Ha, local depth 1.0 Ha, width 0.6 bohr
pseudization: s = 0.6 bohr, stretch b = 0.3, damping c = 0.3
eps_n (band 1, k=0): AE -0.84505227 Ha, US -0.84505227 Ha
eps_m (band 2, k=q): AE 0.16341774 Ha, US 0.16341774 Ha
Delta = 1.00847001 Ha
partial waves: 1,2 even (value 1), 3,4 odd (slope 1/bohr); 1,3 at eps_n
q11 q12 q22 = 0.389889 0.338366 0.317839 bohr
q33 q34 q44 = 0.083866 0.068504 0.057530 bohr
d13 d14 d23 d24 = 0.212767 0.210090 0.224494 0.212767 (dimensionless)
cond(B) = 100.5; eigenvalues of S from 1.0000 to 3.5821
pair n -> m, imaginary parts (real parts vanish):
  dS_mn = 0.220718 1/bohr
  A_mn = 0.023012 1/bohr
  K_mn = -0.087347 1/bohr
  A_mn from T^+dT = 0.066279 1/bohr
  g_mn = -0.596493 Ha/bohr
  conj g_nm = -0.819081 Ha/bohr
  Delta*dS = 0.222588 Ha/bohr
  Delta*A = 0.023207 Ha/bohr
  Delta*K = -0.088087 Ha/bohr
  g symmetrized = -0.707787 Ha/bohr
  g Loewdin = -0.767189 Ha/bohr
  g - Delta*A = -0.619699 Ha/bohr
  g AE quadrature = -0.619699 Ha/bohr
  g_mn, conj g_nm by finite differences = -0.596493, -0.819081 Ha/bohr
  g from T^+H_AE T = -0.552859 Ha/bohr, corrected -0.619699 Ha/bohr
degenerate pair band 2, k=q -> 2q: dS = -0.031166 1/bohr
  g = 0.079668, conj = 0.079668, AE = 0.079668 Ha/bohr
band 3, k=q: AE 1.054815 Ha, US 1.054310 Ha
  g = 0.686541, corrected = 0.784697 Ha/bohr
  AE = 0.811410, remaining error = 2.67e-02 Ha/bohr
cutoff 4/bohr (19 waves): largest residual term = 6.952e-03 Ha/bohr
drive amplitude 0.0002 bohr, time 124.61 a.u. (20 periods)
  rate AE = -0.61969, US with A = -0.61969, US without = -0.59649 Ha/bohr
second-order coefficient of eps_n, one atom displaced (Ha/bohr^2):
  US: Fan -0.832012, Debye-Waller 0.826674, sum -0.005338
  AE: Fan -0.438524, Debye-Waller 0.433186, sum -0.005338
  finite difference US -0.005338, AE -0.005338; sum with g_nm g_mn -3.909525
M = 20.0 u = 36457.8 m_e, hbar omega = 40.0 meV, zero-point length = 0.096591 bohr
  Im g_mn x length = -1567.80 meV
  Im conj g_nm x length = -2152.84 meV
  Im g symmetrized x length = -1860.32 meV
  Im g AE x length = -1628.80 meV
  omega*|A_mn| x length = 0.0889 meV
```
